# Counting Fourier transforms for Fock exchange in a plane-wave basis: a program that tests the result

```python
"""Result under test: applying Fock exchange to Nb bands at Nk k-points takes
2*Nk^2*Nb*Nocc + 2*Nk*Nb FFTs, each of about 5*Ng*log2(Ng) operations;
a semilocal potential takes 2*Nk*Nb FFTs.  Nocc = occupied bands per k-point,
Ng = FFT grid points per cell.  Hartree atomic units.
The FFT here counts its own calls and arithmetic.  Its results are compared with
explicit operator matrices that use no FFT.  The kernel is erfc(OMEGA*r)/r.
"""
from itertools import product
import numpy as np
from scipy.integrate import quad
from scipy.special import erfc

OMEGA = 0.2                              # inverse bohr
CELL = np.array([6.0, 7.0, 8.0])         # bohr, small test crystal
BASIS = np.array(list(product((-1, 0, 1), repeat=3)))
WAVES = [((1, 0, 0), -0.5), ((0, 1, 0), -0.4), ((0, 0, 1), -0.3),
         ((1, 1, 0), -0.2)]              # cosine potential, hartree
count = {"fft": 0, "flops": 0}


def reset():
    count["fft"] = 0
    count["flops"] = 0


def fft_last_axis(a, sign):
    """Unnormalized radix-2 transform; odd lengths use a direct sum."""
    n = a.shape[-1]
    if n == 1:
        return a
    if n % 2:
        j = np.arange(n)
        count["flops"] += 8 * n * a.size
        return a @ np.exp(sign * 2j * np.pi * np.outer(j, j) / n)
    even = fft_last_axis(a[..., ::2], sign)
    odd = fft_last_axis(a[..., 1::2], sign)
    turned = np.exp(sign * 2j * np.pi * np.arange(n // 2) / n) * odd
    count["flops"] += 6 * turned.size    # complex multiplication
    count["flops"] += 4 * turned.size    # complex addition and subtraction
    return np.concatenate([even + turned, even - turned], axis=-1)


def transform(a, sign):
    count["fft"] += 1
    for axis in range(3):
        a = np.moveaxis(fft_last_axis(np.moveaxis(a, axis, -1), sign), -1, axis)
    return a


def to_real(a):
    return transform(a, +1)


def to_reciprocal(a):
    return transform(a, -1) / a.size


def kernel(p2):
    p2 = np.asarray(p2, dtype=float)
    safe = np.where(p2 > 1e-14, p2, 1.0)
    value = -4 * np.pi * np.expm1(-safe / (4 * OMEGA**2)) / safe
    return np.where(p2 > 1e-14, value, np.pi / OMEGA**2)


def grid_kernel(dk, shape, cell):
    axes = [2 * np.pi / cell[i] * np.fft.fftfreq(shape[i]) * shape[i] + dk[i]
            for i in range(3)]
    x, y, z = np.meshgrid(*axes, indexing="ij")
    return kernel(x**2 + y**2 + z**2)


def place(coef, indices, shape):
    grid = np.zeros(shape, complex)
    grid[tuple((indices % np.array(shape)).T)] = coef
    return grid


def extract(grid, indices):
    return grid[tuple((indices % np.array(grid.shape)).T)]


def local_on_grid(shape):
    x = np.meshgrid(*[np.arange(n) / n for n in shape], indexing="ij")
    return sum(amp * np.cos(2 * np.pi * sum(g[i] * x[i] for i in range(3)))
               for g, amp in WAVES)


def apply_potential(orb, occupied, kvecs, cell, local):
    """Local potential plus exchange with the orbitals marked occupied."""
    nk, nb = orb.shape[:2]
    shape = orb.shape[2:]
    volume = nk * np.prod(cell)
    u = [[to_real(orb[k, b]) for b in range(nb)] for k in range(nk)]
    result = np.zeros_like(orb)
    for k in range(nk):
        kernels = [grid_kernel(kvecs[k] - kvecs[q], shape, cell)
                   for q in range(nk)]
        for b in range(nb):
            total = local * u[k][b]
            for q, m in product(range(nk), range(nb)):
                if occupied[q, m]:
                    pair = np.conj(u[q][m]) * u[k][b]
                    pot = to_real(kernels[q] * to_reciprocal(pair))
                    total = total - u[q][m] * pot / volume
            result[k, b] = to_reciprocal(total)
    return result


def apply_exchange_symmetric(orb, kvecs, cell):
    """All orbitals occupied; each pair potential is used for both partners."""
    nk, nb = orb.shape[:2]
    labels = list(product(range(nk), range(nb)))
    u = [to_real(orb[s]) for s in labels]
    total = [np.zeros_like(a) for a in u]
    for i in range(len(u)):
        for j in range(i + 1):
            dk = kvecs[labels[i][0]] - kvecs[labels[j][0]]
            kern = grid_kernel(dk, orb.shape[2:], cell)
            pot = to_real(kern * to_reciprocal(np.conj(u[j]) * u[i]))
            total[i] -= u[j] * pot
            if j < i:
                total[j] -= u[i] * np.conj(pot)
    result = np.zeros_like(orb)
    for s, t in zip(labels, total):
        result[s] = to_reciprocal(t) / (nk * np.prod(cell))
    return result


def local_matrix():
    v = np.zeros((len(BASIS), len(BASIS)))
    for g, amp in WAVES:
        for s in (1, -1):
            diff = BASIS[:, None, :] - BASIS[None, :, :]
            v += 0.5 * amp * np.all(diff == s * np.array(g), axis=-1)
    return v


def crystal(nk, nb):
    kvecs = np.array([[2 * np.pi * j / (nk * CELL[0]), 0, 0] for j in range(nk)])
    coefs = []
    for kv in kvecs:
        p = kv + 2 * np.pi * BASIS / CELL
        h = np.diag(0.5 * np.sum(p**2, axis=1)) + local_matrix()
        coefs.append(np.linalg.eigh(h)[1][:, :nb].T)
    return kvecs, np.array(coefs, dtype=complex)


def exchange_matrices(kvecs, coefs, nocc):
    """Explicit sum over density-matrix elements, without any FFT."""
    lookup = {tuple(g): i for i, g in enumerate(BASIS)}
    nk = len(kvecs)
    matrices = np.zeros((nk, len(BASIS), len(BASIS)), complex)
    for shift in product(range(-2, 3), repeat=3):
        links = [(i, lookup[tuple(g - np.array(shift))])
                 for i, g in enumerate(BASIS)
                 if tuple(g - np.array(shift)) in lookup]
        rows, source = map(list, zip(*links))
        for k, q in product(range(nk), repeat=2):
            density = coefs[q, :nocc].T @ coefs[q, :nocc].conj()
            p = kvecs[k] - kvecs[q] + 2 * np.pi * np.array(shift) / CELL
            matrices[k][np.ix_(rows, rows)] -= (
                kernel(p @ p) * density[np.ix_(source, source)])
    return matrices / (nk * np.prod(CELL))


def on_grid(coefs, shape):
    return np.array([[place(c, BASIS, shape) for c in band] for band in coefs])


def from_grid(result):
    return np.array([[extract(g, BASIS) for g in band] for band in result])


def relative_error(a, b):
    return np.linalg.norm(a - b) / np.linalg.norm(b)


# Kernel: radial Fourier integral against its closed form
for p in (0.0, 0.3, 0.9):
    integral = quad(lambda r: 4 * np.pi * r * erfc(OMEGA * r)
                    * np.sinc(p * r / np.pi), 0, 40, limit=200)[0]
    assert abs(integral - kernel(p * p)) < 1e-7 * abs(integral)

# FFT: values against numpy, arithmetic against the logarithmic law
rng = np.random.default_rng(4)
for shape in ((8, 8, 8), (4, 16, 8), (16, 16, 16)):
    sample = rng.normal(size=shape) + 1j * rng.normal(size=shape)
    reset()
    assert np.allclose(transform(sample, -1), np.fft.fftn(sample), atol=1e-10)
    assert count["flops"] == round(5 * sample.size * np.log2(sample.size))

print("TEST CRYSTAL: grid 8x8x8, counts made by the running code")
shape = (8, 8, 8)
ng_test = int(np.prod(shape))
worst = 0.0
for nk, nb, nocc in ((1, 3, 2), (2, 3, 2), (2, 5, 3), (4, 4, 2)):
    kvecs, coefs = crystal(nk, nb)
    orb = on_grid(coefs, shape)
    local = local_on_grid(shape)
    occupied = np.zeros((nk, nb), bool)
    reset()
    semi = from_grid(apply_potential(orb, occupied, kvecs, CELL, local))
    semi_fft, semi_flops = count["fft"], count["flops"]
    occupied[:, :nocc] = True
    reset()
    hybrid = from_grid(apply_potential(orb, occupied, kvecs, CELL, local))
    hyb_fft, hyb_flops = count["fft"], count["flops"]
    vloc = local_matrix()
    vx = exchange_matrices(kvecs, coefs, nocc)
    ref_semi = np.array([c @ vloc.T for c in coefs])
    ref_hybrid = np.array([c @ (vloc + vx[k]).T for k, c in enumerate(coefs)])
    worst = max(worst, relative_error(semi, ref_semi),
                relative_error(hybrid, ref_hybrid))
    assert worst < 1e-11
    assert semi_fft == 2 * nk * nb
    assert hyb_fft == 2 * nk**2 * nb * nocc + 2 * nk * nb
    assert hyb_flops == round(hyb_fft * 5 * ng_test * np.log2(ng_test))
    assert hyb_flops == (1 + nk * nocc) * semi_flops
    print(f"Nk={nk} Nb={nb} Nocc={nocc}: FFTs semilocal {semi_fft}, "
          f"with exchange {hyb_fft}, ratio {hyb_fft / semi_fft:.0f}")
print(f"Largest relative error against explicit matrices: {worst:.1e}")

# Grid rule, supercell equivalence and pair symmetry on one crystal
nk, nb, nocc = 2, 3, 2
kvecs, coefs = crystal(nk, nb)
occupied = np.zeros((nk, nb), bool)
occupied[:, :nocc] = True
vx = exchange_matrices(kvecs, coefs, nocc)
reference = np.array([c @ vx[k].T for k, c in enumerate(coefs)])
grid_errors = {}
for n in (4, 5):
    trial = apply_potential(on_grid(coefs, (n, n, n)), occupied, kvecs, CELL, 0.0)
    grid_errors[n] = relative_error(from_grid(trial), reference)
    print(f"Exchange relative error with {n} points per axis (g=1): "
          f"{grid_errors[n]:.1e}")
assert grid_errors[5] < 1e-11 and grid_errors[4] > 1e-4

reset()
apply_potential(on_grid(coefs, shape), occupied, kvecs, CELL, 0.0)
mesh_flops = count["flops"]
super_shape = (8 * nk, 8, 8)
super_indices = [BASIS * np.array([nk, 1, 1]) + np.array([k, 0, 0])
                 for k in range(nk)]
super_orb = np.array([[place(coefs[k, b], super_indices[k], super_shape)
                       for k in range(nk) for b in range(nb)]])
reset()
super_out = apply_potential(super_orb, occupied.reshape(1, -1), np.zeros((1, 3)),
                            CELL * np.array([nk, 1, 1]), 0.0)
super_flops = count["flops"]
folded = np.array([[extract(super_out[0, k * nb + b], super_indices[k])
                    for b in range(nb)] for k in range(nk)])
super_error = relative_error(folded, reference)
assert super_error < 1e-11
assert super_flops > nk * mesh_flops
print(f"Supercell against 2-point mesh: relative difference {super_error:.1e}")
print(f"Supercell FFT operations / mesh FFT operations: "
      f"{super_flops / mesh_flops:.3f}")

occ_orb = on_grid(coefs[:, :nocc], shape)
reset()
sym = from_grid(apply_exchange_symmetric(occ_orb, kvecs, CELL))
sym_fft = count["fft"]
reset()
apply_potential(occ_orb, occupied[:, :nocc], kvecs, CELL, 0.0)
full_fft = count["fft"]
assert relative_error(sym, reference[:, :nocc]) < 1e-11
states = nk * nocc
assert sym_fft == states * (states + 1) + 2 * states
print(f"Occupied bands only, M={states}: FFTs {full_fft}, "
      f"with pair symmetry {sym_fft}")

# Worked estimate with round model parameters
side, cutoff, mesh, bands, filled, projectors = 10.0, 40.0, 4, 20, 16, 32
axis_points, rate = 64, 1.0e10
kpoints = mesh**3
ng = axis_points**3
gmax = np.sqrt(2 * cutoff)
radius = gmax * side / (2 * np.pi)
line = np.arange(-20, 21)
reach = max(np.max(np.abs(line[np.abs(line + j / mesh) <= radius]))
            for j in range(-mesh // 2 + 1, mesh // 2 + 1))
needed = 4 * reach + 1
assert needed <= axis_points
gx, gy, gz = np.meshgrid(line, line, line, indexing="ij")
npw = int(np.sum(gx**2 + gy**2 + gz**2 <= radius**2))
npw_sphere = side**3 * gmax**3 / (6 * np.pi**2)
assert abs(npw / npw_sphere - 1) < 0.02


def fft_number(nk, nb, nocc):
    return 2 * nk**2 * nb * nocc + 2 * nk * nb


def fft_work(nk, nb, nocc, points):
    return fft_number(nk, nb, nocc) * 5 * points * np.log2(points)


pairs = kpoints**2 * bands * filled
n_exchange = fft_number(kpoints, bands, filled)
n_semilocal = fft_number(kpoints, bands, 0)
one_fft = 5 * ng * np.log2(ng)
work_x = n_exchange * one_fft
work_s = n_semilocal * one_fft
point_x = 16 * ng * pairs
extra_s = kpoints * bands * (2 * ng + 16 * projectors * npw)
full_ratio = (work_x + point_x + extra_s) / (work_s + extra_s)

print("WORKED ESTIMATE: round model parameters")
print(f"Cell side {side:.0f} bohr, cutoff {cutoff:.0f} hartree, "
      f"Gmax {gmax:.3f} bohr^-1")
print(f"Nk {kpoints}, Nb {bands}, Nocc {filled}, projectors {projectors}")
print(f"Largest index g {reach}, needed points per axis {needed}, "
      f"used {axis_points}")
print(f"Ng {ng}, log2 Ng {np.log2(ng):.0f}")
print(f"Plane waves at Gamma: counted {npw}, sphere estimate {npw_sphere:.0f}")
print(f"Orbital pairs: {pairs}")
print(f"FFTs for exchange: {n_exchange}")
print(f"FFTs for semilocal potential: {n_semilocal}")
print(f"FFT-count ratio: {n_exchange / n_semilocal:.0f}")
print(f"Operations in one FFT: {one_fft:.3e} flop")
print(f"Exchange FFT work: {work_x:.3e} flop")
print(f"Semilocal FFT work: {work_s:.3e} flop")
print(f"Assumed speed: {rate / 1e9:.0f} Gflop/s")
print(f"Exchange FFT time: {work_x / rate:.0f} s = {work_x / rate / 3600:.2f} h")
print(f"Semilocal FFT time: {work_s / rate:.2f} s")
print(f"Pointwise work / exchange FFT work: {100 * point_x / work_x:.1f} %")
print(f"Local product and projectors / semilocal FFT work: "
      f"{100 * extra_s / work_s:.1f} %")
print(f"Hybrid/semilocal ratio with these extra terms: {full_ratio:.0f}")
gamma_ratio = fft_number(1, bands, filled) / fft_number(1, bands, 0)
print(f"Gamma-only FFT-count ratio: {gamma_ratio:.0f}")
for new_k, label in ((kpoints, "fixed Nk"), (kpoints // 2, "halved Nk")):
    grow_x = fft_work(new_k, 2 * bands, 2 * filled, 2 * ng) / work_x
    grow_s = fft_work(new_k, 2 * bands, 0, 2 * ng) / work_s
    print(f"Doubled cell, {label}: exchange FFT work x {grow_x:.2f}, "
          f"semilocal x {grow_s:.2f}")
print("verified")
```

It prints:

```
TEST CRYSTAL: grid 8x8x8, counts made by the running code
Nk=1 Nb=3 Nocc=2: FFTs semilocal 6, with exchange 18, ratio 3
Nk=2 Nb=3 Nocc=2: FFTs semilocal 12, with exchange 60, ratio 5
Nk=2 Nb=5 Nocc=3: FFTs semilocal 20, with exchange 140, ratio 7
Nk=4 Nb=4 Nocc=2: FFTs semilocal 32, with exchange 288, ratio 9
Largest relative error against explicit matrices: 2.6e-16
Exchange relative error with 4 points per axis (g=1): 4.2e-02
Exchange relative error with 5 points per axis (g=1): 6.5e-16
Supercell against 2-point mesh: relative difference 2.6e-16
Supercell FFT operations / mesh FFT operations: 2.222
Occupied bands only, M=4: FFTs 40, with pair symmetry 28
WORKED ESTIMATE: round model parameters
Cell side 10 bohr, cutoff 40 hartree, Gmax 8.944 bohr^-1
Nk 64, Nb 20, Nocc 16, projectors 32
Largest index g 14, needed points per axis 57, used 64
Ng 262144, log2 Ng 18
Plane waves at Gamma: counted 12053, sphere estimate 12083
Orbital pairs: 1310720
FFTs for exchange: 2624000
FFTs for semilocal potential: 2560
FFT-count ratio: 1025
Operations in one FFT: 2.359e+07 flop
Exchange FFT work: 6.191e+13 flop
Semilocal FFT work: 6.040e+10 flop
Assumed speed: 10 Gflop/s
Exchange FFT time: 6191 s = 1.72 h
Semilocal FFT time: 6.04 s
Pointwise work / exchange FFT work: 8.9 %
Local product and projectors / semilocal FFT work: 14.2 %
Hybrid/semilocal ratio with these extra terms: 977
Gamma-only FFT-count ratio: 17
Doubled cell, fixed Nk: exchange FFT work x 8.44, semilocal x 4.22
Doubled cell, halved Nk: exchange FFT work x 2.11, semilocal x 2.11
verified
```
